# Annihilators as spherical tensors and the coupled-pair form of one-body operators

## What goes wrong without the result

Take a shell of angular momentum $j$ and try to build a rotational scalar from one creator and one annihilator. Treating both as if they carried angular momentum $j,m$, one would couple them to zero:

$$\sum_m\langle jm\,j{-m}|00\rangle\,a^\dagger_{m}a_{-m}.$$

This is not a scalar for $j>0$. Each term moves a particle from $-m$ to $m$ and changes $J_z$ by $2m$. The true scalar, the number operator $\sum_m a_m^\dagger a_m$, has equal labels in each term.

A second error survives after the labels are repaired. With the phase $(-1)^{j-m}$ adopted below for the annihilators, the properly coupled pair carries an extra minus sign for half-integer $j$. If it is dropped, a quadrupole field acts with reversed sign, and the level that should lie lowest lies highest.

The statement that avoids both errors is as follows. Let $a^\dagger_{jm}$ create a fermion in $|jm\rangle$, with $\{a_{jm},a^\dagger_{j'm'}\}=\delta_{jj'}\delta_{mm'}$ and all other anticommutators zero. Every shell contains all its $2j+1$ states, with the standard phases for which $J_\pm$ has non-negative matrix elements. Shells with equal $j$ would need a further label, suppressed here. In units of $\hbar$:

- $a^\dagger_{jm}$ is a spherical tensor of rank $j$.
- $\tilde a_{jm}=(-1)^{j-m}a_{j,-m}$ is a spherical tensor of rank $j$.
- A one-body tensor of integer rank $k$ is

$$T^k_q=\sum_{jj'}(-1)^{2j}\frac{\langle j\|t^k\|j'\rangle}{\sqrt{2k+1}}\,[a^\dagger_j\times\tilde a_{j'}]^k_q. \tag{1}$$

The cross denotes Clebsch-Gordan coupling,

$$[a^\dagger_j\times\tilde a_{j'}]^k_q=\sum_{mn}\langle jm\,j'n|kq\rangle\,a^\dagger_{jm}\tilde a_{j'n}\equiv P^k_q .$$

The reduced element is defined by

$$\langle jm|t^k_q|j'm'\rangle=(-1)^{j-m}\,W_{mqm'}\,\langle j\|t^k\|j'\rangle,\qquad W_{mqm'}=\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}. \tag{2}$$

Equation (2) is the Wigner-Eckart theorem. Its reason is that the vectors $t^k_q|j'm'\rangle$ rotate like product states $|kq\rangle|j'm'\rangle$. Their Clebsch-Gordan combinations therefore rotate like $|jm\rangle$, and the overlap of such a combination with $|jm\rangle$ does not depend on $m$. All dependence on $m,q,m'$ thus sits in one coupling coefficient, which is $(-1)^{j-m}W_{mqm'}$ times a factor independent of them.

## First derivation: commutators and explicit coupling

**Creators.** A set $X_m$ is a tensor of rank $j$ if

$$[J_z,X_m]=mX_m,\qquad [J_\pm,X_m]=\sqrt{j(j+1)-m(m\pm1)}\,X_{m\pm1}. \tag{3}$$

The many-electron angular momentum is $J_i=\sum_{pr}\langle p|J_i|r\rangle a_p^\dagger a_r$. The identity $[AB,C]=A\{B,C\}-\{A,C\}B$ gives

$$[a_p^\dagger a_r,a_s^\dagger]=\delta_{rs}a_p^\dagger,\qquad [a_p^\dagger a_r,a_s]=-\delta_{ps}a_r. \tag{4}$$

From the first relation, $[J_i,a_m^\dagger]=\sum_{m'}\langle m'|J_i|m\rangle a^\dagger_{m'}$. The coefficients are those with which $J_i$ acts on $|jm\rangle$, which is (3). Physically, a creator adds the angular momentum of the state it fills.

**Annihilators.** The second relation gives $[J_i,a_m]=-\sum_{m'}\langle m|J_i|m'\rangle a_{m'}$. For $J_+$ the surviving term has $m'=m-1$, and for $J_-$ it has $m'=m+1$. Hence

$$[J_z,a_m]=-m\,a_m,\qquad [J_\pm,a_m]=-\sqrt{j(j+1)-m(m\mp1)}\;a_{m\mp1}. \tag{5}$$

Removing an electron with projection $m$ changes the total projection by $-m$. Among the annihilators of one shell, the one that changes $J_z$ by $+m$ is $a_{-m}$. A tensor built from them must therefore have the form $X_m=c_m a_{-m}$. Replace $m$ by $-m$ in (5), using $(-m)(-m-1)=m(m+1)$:

$$[J_+,X_m]=-c_m\sqrt{j(j+1)-m(m+1)}\;a_{-(m+1)}.$$

Relation (3) demands $c_{m+1}\sqrt{j(j+1)-m(m+1)}\,a_{-(m+1)}$ on the right. The root is nonzero for $m<j$, so $c_{m+1}=-c_m$. The $J_-$ relation gives $c_{m-1}=-c_m$, the same condition. With $c_j=1$,

$$c_m=(-1)^{j-m}.$$

The phase is thus fixed up to one common factor. The choice $(-1)^{j+m}$ is equally valid and differs by $(-1)^{2m}=(-1)^{2j}$. For $j=0$ there is one operator, nothing to reverse, and $a$ is itself a scalar.

**The coupled pair.** Set $n=-m'$ in the definition of $P^k_q$. Then $\tilde a_{j',-m'}=(-1)^{j'+m'}a_{j'm'}$ and

$$P^k_q=\sum_{mm'}\langle jm\,j'{-m'}|kq\rangle(-1)^{j'+m'}a^\dagger_{jm}a_{j'm'}. \tag{6}$$

The coupling coefficient in terms of a 3j symbol is

$$\langle jm\,j'{-m'}|kq\rangle=(-1)^{j-j'+q}\sqrt{2k+1}\begin{pmatrix}j&j'&k\\m&-m'&-q\end{pmatrix}. \tag{7}$$

Reversing all lower signs of a 3j symbol gives a factor $(-1)^{j+j'+k}$, and exchanging two columns gives the same factor. Doing both costs nothing, because $j+j'+k$ is an integer. The symbol in (7) therefore equals $W_{mqm'}$. The remaining phases combine, with $q=m-m'$, to

$$(-1)^{j-j'+q}(-1)^{j'+m'}=(-1)^{j+q+m'}=(-1)^{j+m}=(-1)^{2j}(-1)^{j-m}.$$

The last step uses $j+m=2j-(j-m)$ and the fact that $j-m$ is an integer. So

$$P^k_q=(-1)^{2j}\sqrt{2k+1}\sum_{mm'}(-1)^{j-m}W_{mqm'}\,a^\dagger_{jm}a_{j'm'}. \tag{8}$$

The one-body operator is $T^k_q=\sum\langle jm|t^k_q|j'm'\rangle a^\dagger_{jm}a_{j'm'}$, summed over all labels. Inserting (2), its part for given $j,j'$ is $\langle j\|t^k\|j'\rangle$ times the sum in (8). Solving (8) for that sum, with $1/(-1)^{2j}=(-1)^{2j}$, gives (1).

## Second derivation: finite rotations and a norm

**Creators.** Let $U$ rotate the many-electron states and let $D_{m'm}=\langle jm'|U|jm\rangle$. The vacuum is unchanged, and every occupied orbital is rotated. Creating $|jm\rangle$ and then rotating is the same as rotating first and then creating the rotated orbital:

$$Ua_m^\dagger U^\dagger=\sum_{m'}D_{m'm}a^\dagger_{m'}. \tag{9}$$

This is the finite form of the tensor law. Its adjoint,

$$Ua_mU^\dagger=\sum_{m'}D^*_{m'm}a_{m'}, \tag{10}$$

contains the complex conjugate matrix. The task is to turn $D^*$ into $D$.

**The invariant pair.** Define the matrix $\varepsilon_{mn}=(-1)^{j-m}\delta_{n,-m}$ and the two-particle vector $|s\rangle=\sum_{mn}\varepsilon_{mn}|m\rangle|n\rangle$. With $\lambda_m=\sqrt{j(j+1)-m(m+1)}$,

$$J_+|s\rangle=\sum_m(-1)^{j-m}\big(\lambda_m|m{+}1\rangle|{-m}\rangle+\lambda_{-m}|m\rangle|{-m}{+}1\rangle\big).$$

Shifting $m\to m+1$ in the second term turns it into $-(-1)^{j-m}\lambda_{-m-1}|m{+}1\rangle|{-m}\rangle$. Since $\lambda_{-m-1}=\lambda_m$, the two terms cancel. The same happens for $J_-$, and $J_z|s\rangle=0$, so $|s\rangle$ does not change under rotation. In matrix form,

$$D\varepsilon D^T=\varepsilon. \tag{11}$$

The matrix $\varepsilon$ is real and orthogonal, with $\varepsilon^{-1}=\varepsilon^T=(-1)^{2j}\varepsilon$. Inverting (11), and using $(D^T)^{-1}=D^*$ for unitary $D$, gives $D^*\varepsilon D^\dagger=\varepsilon$; the sign $(-1)^{2j}$ cancels between the sides. This holds for every rotation, hence also for the inverse one, where $D$ is replaced by $D^\dagger$. Then $D^T\varepsilon D=\varepsilon$, or

$$\varepsilon D^\dagger=D^T\varepsilon. \tag{12}$$

Now $\tilde a_m=\sum_n\varepsilon_{mn}a_n$. By (10) and (12),

$$U\tilde a_mU^\dagger=\sum_p(\varepsilon D^\dagger)_{mp}a_p=\sum_p(D^T\varepsilon)_{mp}a_p=\sum_{m'}D_{m'm}\tilde a_{m'},$$

which is the law (9). For $j=5/2$ and one general rotation, the numerical check confirms it to rounding error. The same test gives a largest matrix error of 1.19 for plain $a_m$ and 1.28 for $a_{-m}$ without the phase, so reversing the labels is not enough by itself. That the reversal is also needed follows from the $J_z$ relation in (5), which no phase factor can alter.

**The coupled pair.** The products $a^\dagger_{jm}\tilde a_{j'n}$ rotate like $|jm\rangle|j'n\rangle$, so $P^k_q$ is a tensor of rank $k$. By the Wigner-Eckart theorem its one-particle elements are

$$\langle jm|P^k_q|j'm'\rangle=(-1)^{j-m}W_{mqm'}R \tag{13}$$

with one unknown number $R$. A one-body operator is fixed by its one-particle elements. Comparing (13) with (2), the $j,j'$ part of $T^k_q$ is $\langle j\|t^k\|j'\rangle P^k_q/R$.

The size of $R$ follows from a sum of squares. By definition the elements of $P^k_q$ are coupling coefficients times signs, and for each $q$ the squares of these coefficients sum to one. Summed over $q$ this gives $2k+1$. On the right of (13), $\sum_{mm'}W^2_{mqm'}=1/(2k+1)$ for each $q$, so the total is $R^2$. Hence $|R|=\sqrt{2k+1}$.

The sign follows from one element, $m=j$, $q=k$, $m'=j-k$. In the standard convention $\langle jj\,j'\,k{-}j|kk\rangle>0$. The left side of (13) is this coefficient times $(-1)^{j'+m'}$, so its sign is $(-1)^{j'+j-k}$. On the right, $(-1)^{j-m}=1$, and a cyclic exchange of columns, which leaves a 3j symbol unchanged, turns $W_{jk,j-k}$ into $(-1)^{k-j'+j}\langle kk\,j'\,j{-}k|jj\rangle/\sqrt{2j+1}$. The coefficient is positive by the same convention, so $W_{jk,j-k}$ has the sign $(-1)^{j-j'+k}$. The ratio is

$$(-1)^{(j+j'-k)-(j-j'+k)}=(-1)^{2j'-2k}=(-1)^{2j}.$$

Here $k$ is an integer, so $j$ and $j'$ are both integer or both half-integer. With $R=(-1)^{2j}\sqrt{2k+1}$, equation (1) is recovered.

## What each derivation assumes

Both need complete shells, standard phases and the Wigner-Eckart theorem for $t^k$. If the states $|jm\rangle$ are multiplied by further phases $e^{i\varphi_m}$, the factor $(-1)^{j-m}$ in $\tilde a_{jm}$ becomes $(-1)^{j-m}e^{i(\varphi_m+\varphi_{-m})}$, when $\tilde a_{jm}$ is written with the rephased annihilators and is required to transform like the rephased creators. It stays the same, up to a common factor, only if $\varphi_m+\varphi_{-m}$ does not depend on $m$. If part of a shell is discarded, for instance all but one doublet in a crystal, the remaining operators no longer form a rank-$j$ tensor under the full rotation group.

The first derivation uses the algebra of the operators and infinitesimal rotations. It shows that the phase is forced, and it uses the full relation between coupling coefficients and 3j symbols. The Wigner-Eckart theorem enters once, to describe $t^k$.

The second uses an invariant vacuum and the unitarity of rotations. It verifies a given phase and ties it to the invariant pair state. It applies the Wigner-Eckart theorem a second time, to the pair itself, and then needs just a norm and the sign of one matrix element. The factor $(-1)^{2j}$ arises in the first road from rewriting $(-1)^{j+m}$, and in the second from one matrix element.

## Two low ranks and the exchange of electrons for holes

For $k=0$, $\langle jm\,j{-m}|00\rangle=(-1)^{j-m}/\sqrt{2j+1}$, and (6) gives

$$[a_j^\dagger\times\tilde a_j]^0_0=(-1)^{2j}\frac{N_j}{\sqrt{2j+1}},$$

where $N_j$ counts the particles in the shell. For half-integer $j$ this scalar is negative, which shows the sign in its simplest form.

For $k=1$ take $t=J$. The squared elements of all three components sum to the trace of $J^2$, which is $j(j+1)(2j+1)$. By (2) the same sum is $\langle j\|J\|j\rangle^2$. The sign follows from $W_{j0j}$, which is positive for every $k\le 2j$. Indeed, a cyclic exchange of columns makes it $\langle jj\,j{-j}|k0\rangle/\sqrt{2k+1}$. This coefficient is reached from the positive one $\langle jj\,j\,k{-}j|kk\rangle$ by lowering the second particle alone, since the first has no state above $m=j$. Hence $\langle j\|J\|j\rangle=\sqrt{j(j+1)(2j+1)}$, which is 7.246 for $j=5/2$.

Now let $j$ be half-integer. In a full shell, $b_m^\dagger=\tilde a_m$ creates a hole that carries projection $m$. Then $b_{-m}=(-1)^{j+m}a_m^\dagger$ and

$$\tilde b_m=(-1)^{j-m}b_{-m}=(-1)^{2j}a_m^\dagger=-a_m^\dagger.$$

Therefore $[a^\dagger\times\tilde a]^k_q=-\sum_{mn}\langle jm\,jn|kq\rangle\tilde b_mb_n^\dagger$. Reordering uses $\{\tilde b_m,b_n^\dagger\}=(-1)^{j-m}\delta_{n,-m}$. This contributes a multiple of $\sum_m\langle jm\,j{-m}|k0\rangle\langle jm\,j{-m}|00\rangle$, which vanishes for $k>0$. What remains is $+\sum\langle jm\,jn|kq\rangle b_n^\dagger\tilde b_m$. Exchanging the two angular momenta in the coefficient gives $(-1)^{2j-k}$, so

$$[a^\dagger\times\tilde a]^k_q=-(-1)^k\,[b^\dagger\times\tilde b]^k_q\qquad(k>0). \tag{14}$$

Even ranks change sign between electrons and holes, and odd ranks do not.

## A $j=5/2$ shell in an axial field

Consider the operator $C^2_0=(3\cos^2\theta-1)/2$ in the $j=5/2$ shell of a $d$ electron. The state $m=5/2$ is $Y_{22}$ with spin up, and its density is proportional to $\sin^4\theta$. With $x=\cos\theta$,

$$\langle x^2\rangle=\frac{\int_{-1}^1x^2(1-x^2)^2dx}{\int_{-1}^1(1-x^2)^2dx}=\frac{16/105}{16/15}=\frac17,\qquad \langle C^2_0\rangle=\frac12\Big(\frac37-1\Big)=-\frac27.$$

Within the shell, $J^2-3J_z^2$ is also the $q=0$ part of a rank-2 tensor, so by (2) the diagonal elements are proportional to $j(j+1)-3m^2$. At $m=5/2$ this is $-10$, hence

$$c_m=\frac{35/4-3m^2}{35}:\qquad c_{\pm5/2}=-\frac{10}{35},\quad c_{\pm3/2}=\frac{2}{35},\quad c_{\pm1/2}=\frac{8}{35}.$$

For fixed $q$ the squares of $W$ sum to $1/5$, so the squared reduced element is $5\sum_mc_m^2=5\cdot2(100+4+64)/1225=1.371$. Its sign is that of $c_{5/2}$, because $W_{j0j}>0$. This gives $\langle5/2\|C^2\|5/2\rangle=-1.171$, in agreement with direct quadrature.

Now add a field $G r^2C^2_0$ with $G=0.50$ eV/Å$^2$ and $\langle r^2\rangle=0.40$ Å$^2$, and a term $bJ_z$ with $b=0.010$ eV. These are round model values, not those of a particular ion. Read as a Zeeman term with $g=6/5$, $b$ would need a field of about 140 T, and a real crystal field on a $d$ shell also has a rank-4 part. Electron repulsion and mixing with $j=3/2$ are left out. Dropping the mixing requires the spin-orbit splitting $5\zeta/2$ to be large compared with the coupling between the two shells, which is at most 0.034 eV here. The mixing would shift the $m=\pm3/2$ levels by about 0.004 eV for $\zeta=0.1$ eV and by about 0.011 eV for $\zeta=0.02$ eV, so for $3d$ ions the last digit of the table does not hold. The quadrupole strength is $B=0.50\times0.40=0.20$ eV. One electron has $E_m=Bc_m+bm$. For one hole, (14) reverses the rank-2 part and keeps the rank-1 part, so $E_m=-Bc_m+bm$; the full shell itself has energy zero. For example, an electron at $m=5/2$ has $-0.057+0.025=-0.032$ eV, and a hole has $0.057+0.025=0.082$ eV.

| $m$ | electron (eV) | hole (eV) |
|---|---|---|
| $5/2$ | $-0.032$ | $0.082$ |
| $3/2$ | $0.026$ | $0.004$ |
| $1/2$ | $0.051$ | $-0.041$ |
| $-1/2$ | $0.041$ | $-0.051$ |
| $-3/2$ | $-0.004$ | $-0.026$ |
| $-5/2$ | $-0.082$ | $0.032$ |

The electron levels span 0.133 eV (0.0049 hartree). The lowest electron state has $m=-5/2$, and the lowest hole state has $m=-1/2$.

## Parentage

Because $a^\dagger$ is a tensor, the argument behind (2) also applies between states of $N-1$ and $N$ electrons:

$$\langle JM|a_m^\dagger|J'M'\rangle=(-1)^{J-M}\begin{pmatrix}J&j&J'\\-M&m&M'\end{pmatrix}\langle J\|a^\dagger\|J'\rangle.$$

Square this and sum over $m$ and $M'$ at fixed $M$. The squared 3j symbols sum to $1/(2J+1)$. If several parents share one $J'$, each needs a further label and has its own weight; the label is suppressed here. Summing also over all parents gives $\langle JM|\sum_ma_m^\dagger a_m|JM\rangle=N$. The weight of parent $J'$ is therefore

$$w(J')=\frac{|\langle J\|a^\dagger\|J'\rangle|^2}{N(2J+1)},\qquad\sum_{J'}w(J')=1.$$

In $(5/2)^3$ the state $J=M=9/2$ has the orbitals $5/2,3/2,1/2$ occupied. Removing $1/2$ or $3/2$ leaves a pair with $M'=4$ or $3$. Only one pair state exists for each of these projections. The one with $M'=4$ has the largest projection possible, so it has $J'=4$, and lowering it gives the one with $M'=3$, which therefore has $J'=4$ too. Removing $5/2$ leaves the pair $(3/2,1/2)$ with $M'=2$. Lowering the state $|4,3\rangle=(5/2,1/2)$ gives

$$\sqrt{14}\,|4,2\rangle=\sqrt5\,(3/2,1/2)+3\,(5/2,-1/2).$$

The pair $(3/2,1/2)$ thus has probability $5/14$ for $J'=4$ and $9/14$ for $J'=2$. Each orbital is removed with weight $1/3$, so $w(2)=\tfrac13\cdot\tfrac9{14}=0.214$ and $w(4)=0.786$. The reduced elements of the creator give the same two numbers in the numerical check.

## Values computed for the example and the checks

```
Rotation test, j=5/2, largest matrix error (dimensionless)
  creators a+_m:               6.2e-16
  phased, reversed (-1)^(j-m) a_-m: 6.8e-16
  plain a_m:                   1.192
  reversed a_-m without phase: 1.278
Independent rank-5/2 sets of annihilators: 1
Phases (-1)^(j-m) for m=5/2 down to -5/2: [1, -1, 1, -1, 1, -1]
Reduced elements <j||C^2||j'> of a d electron (dimensionless)
  j=3/2, j'=3/2: -0.894427
  j=3/2, j'=5/2: 0.585540
  j=5/2, j'=3/2: -0.585540
  j=5/2, j'=5/2: -1.171080
Coupled-pair formula, largest error: 1.4e-15
Same without (-1)^(2j), largest error: 1.1429
<5/2||J||5/2> = 7.245688 (units of hbar)
Field gradient G = 0.50 eV/angstrom^2
Mean square radius = 0.40 angstrom^2
Quadrupole strength B = 0.200 eV
J_z coefficient b = 0.010 eV
j=5/2 shell: m, <C^2_0>, one-electron E (eV), one-hole E (eV)
  +5/2  -0.285714  -0.032143  +0.082143
  +3/2  +0.057143  +0.026429  +0.003571
  +1/2  +0.228571  +0.050714  -0.040714
  -1/2  +0.228571  +0.040714  -0.050714
  -3/2  +0.057143  -0.003571  -0.026429
  -5/2  -0.285714  -0.082143  +0.032143
One-electron spread = 0.132857 eV = 0.004882 hartree
Parent weights in (5/2)^3: J, then parents J'=0, 2, 4
  J=3/2: 0.000000  0.714286  0.285714
  J=5/2: 0.222222  0.277778  0.500000
  J=9/2: 0.000000  0.214286  0.785714
```
